Termination ripples from a truncated pair distribution in small amorphous cells

A simulated amorphous film can be represented by a periodic cube holding a few dozen to a few thousand atoms. Its structure factor S(q) can be compared with diffraction, and one way to obtain it is to collect the pair distribution g(r) and transform it. The largest sphere that fits in a cube of edge L has radius L/2, so spherical shells are complete only up to that distance, and g is taken here to be cut there. If the atoms are still correlated at that distance, the transform can contain oscillations and a lowered main peak that the material does not have. The question is how large these errors are, and whether they come from the small cell or from the cut.

**Definitions and assumptions**

Consider one kind of atom at number density ρ, in a homogeneous and isotropic structure. With the forward peak at q = 0 left out,

S(q) = 1 + ρ ∫ [g(r) − 1] exp(i**q**·**r**) d³r.

S(0) below means the limit q → 0. Define

G(r) = 4πρ r [g(r) − 1],  F(q) = q [S(q) − 1].

Both are extended to negative arguments as odd functions. Assume that G and F are absolutely integrable. For F this requires a g without jumps, which thermal or static displacements provide.

**Lemma 1 (transform pair)**

F(q) = ∫₀^∞ G(r) sin(qr) dr,  G(r) = (2/π) ∫₀^∞ F(q) sin(qr) dq.

Proof. The integral of exp(i**q**·**r**) over the directions of **r** is 4π sin(qr)/(qr). Hence

S(q) − 1 = ρ ∫₀^∞ 4πr² [g(r) − 1] sin(qr)/(qr) dr,

and multiplication by q gives the first relation. Since G is odd, its full Fourier integral ∫ G(r) exp(iqr) dr over the whole line is 2iF(q). Fourier inversion gives

G(r) = (1/2π) ∫ 2iF(q) exp(−iqr) dq = (1/π) ∫ F(q) sin(qr) dq,

because the product of the odd F and the even cosine integrates to zero. The last integrand is even, so the integral is twice its half-line value. ∎

**Theorem (truncation is a convolution)**

Let F_R(q) = ∫₀^R G(r) sin(qr) dr. Then

F_R(q) = ∫_{−∞}^{∞} F(q′) sin[(q − q′)R] / [π(q − q′)] dq′.

Proof. Insert the inverse transform. The r interval is finite and F is integrable, so the order of integration may be exchanged:

F_R(q) = (2/π) ∫₀^∞ F(q′) [∫₀^R sin(qr) sin(q′r) dr] dq′.

Use 2 sin(qr) sin(q′r) = cos[(q − q′)r] − cos[(q + q′)r] and integrate over r:

F_R(q) = (1/π) ∫₀^∞ F(q′) { sin[(q − q′)R]/(q − q′) − sin[(q + q′)R]/(q + q′) } dq′.

In the second term put q′ = −p. It becomes an integral over p from −∞ to 0 with −F(−p) = F(p) and kernel sin[(q − p)R]/(q − p). It therefore supplies the negative half of the line. ∎

The kernel has unit area, height R/π and first zeros at ±π/R. It acts on F, not on S. It oscillates in sign, and nothing in the convolution keeps the truncated S_R = 1 + F_R/q from falling below zero, although a true S, the mean square of an amplitude, cannot. The example below shows that this happens.

The theorem was tested on a case known in closed form in both spaces: four neighbours at 0.25 nm with a Gaussian spread of 0.02 nm, cut at 0.26 nm. Direct integration over r and the convolution differ by less than 10⁻¹² nm⁻¹ at five values of q from 2 to 58.6 nm⁻¹.

**Lemma 2 (ripples far above the structural peaks)**

Subtracting Lemma 1 from the definition of F_R gives the error

ΔF(q) = F_R(q) − F(q) = −∫_R^∞ G(r) sin(qr) dr.

If G vanishes beyond R, the cut itself causes no error, however small R is. Suppose now that G is smooth beyond R, and that G and G′ vanish at infinity. Two integrations by parts give

∫_R^∞ G sin(qr) dr = G(R) cos(qR)/q + (1/q) ∫_R^∞ G′ cos(qr) dr,

∫_R^∞ G′ cos(qr) dr = −G′(R) sin(qR)/q − (1/q) ∫_R^∞ G″ sin(qr) dr,

and so

ΔF(q) = −G(R) cos(qR)/q + G′(R) sin(qR)/q² + (1/q²) ∫_R^∞ G″ sin(qr) dr. ∎

When q is far above the wave numbers present in the tail of G, the last term is small. The error then oscillates with period 2π/R, and its size is set by the value and slope of G at the cut.

**Lemma 3 (the error near the main peak)**

Continue F to complex q. Let its poles nearest the real axis in the upper half plane be simple and lie at q₀ = k + iκ and −k + iκ, with residue b at q₀. Let F be integrable on a parallel line above these two poles and below all others. Then at large r

G(r) ≈ 4 Re[b exp(iq₀r)],

and at large R

ΔF(q) ≈ −4 Re{ b exp(iq₀R) [q cos(qR) − iq₀ sin(qR)] / (q² − q₀²) }.

Proof. Because F is odd, ∫ F exp(iqr) dq = i ∫ F sin(qr) dq = iπG(r). Moving the contour up to the parallel line leaves an integral that decays faster than exp(−κr), plus 2πi times the sum of the two residues. F is real and odd on the real axis, so F(−q*) = −F(q)*. This makes the residue at −q₀* equal to b*, and the two contributions are complex conjugates. Their sum is 2 Re[b exp(iq₀r)], and the prefactor 2πi/(iπ) = 2 gives the stated G.

For the error, set s = iq₀, whose real part is −κ. Differentiation confirms that exp(sr)[s sin(qr) − q cos(qr)]/(s² + q²) is an antiderivative of exp(sr) sin(qr). It vanishes at infinity, so

∫_R^∞ exp(sr) sin(qr) dr = exp(sR)[q cos(qR) − s sin(qR)]/(q² + s²).

Inserting s = iq₀ and s² = −q₀² gives the result. ∎

**Corollary (loss of peak height).** Let κ be much smaller than k and set q = k. Then q cos(qR) − iq₀ sin(qR) ≈ k exp(−ikR), while q² − q₀² ≈ −2ikκ. The phase exp(−ikR) cancels the one in exp(iq₀R), leaving

ΔF(k) ≈ −(2/κ) exp(−κR) Re(ib) = (2/κ) Im(b) exp(−κR).

To leading order in κ/k the error at the peak does not depend on where in its oscillation G is cut. Cutting at a zero of G removes the first term of Lemma 2 but does not restore the peak.

The sign follows from the pole itself. F is real on the real axis, so there is also a pole at q₀* with residue b*. At q = k the two together contribute

b/(−iκ) + b*/(iκ) = 2 Re(ib)/κ = −2 Im(b)/κ

to F. For an upward peak this is positive, so Im b is negative. Truncation removes the fraction exp(−κR) of this pole part.

**Corollary (small q).** The error of S is ΔS = ΔF/q. Letting q → 0 in Lemma 3 gives

ΔS(0) ≈ 4 Re{ b exp(iq₀R)(1 − iq₀R)/q₀² }.

For kR much larger than 1 its envelope is about 4|b|R exp(−κR)/k. The peak error of S has size 2|Im b| exp(−κR)/(κk). If b is nearly imaginary, the ratio of the first to the second is about 2κR. With a large cut radius, the worst error of S can thus lie at small q even though the error of F is concentrated at the main peak.

**Proposition (the direct sum has no termination ripples)**

At a nonzero reciprocal vector **K** of the periodic cell, one configuration gives directly

|Σⱼ exp(i**K**·**r**ⱼ)|²/N = 1 + (1/N) Σ_{i≠j} cos[**K**·(**r**ᵢ − **r**ⱼ)].

Moving an atom by a cell vector changes no term, and the sum contains every pair, including those in the corners of the cube beyond L/2. There is no spherical cut to produce ripples. What remains is a discrete set of q, sampling noise and the effect of periodicity on the structure itself. The ripples therefore belong to the route through a truncated g(r), and a small cell makes them large by forcing R to be small.

**Remark (a second error of the pair route).** In a cell with fixed N, each atom has N − 1 partners, so

ρ ∫_cell [g_N(r) − 1] d³r = (N − 1) − N = −1.

In the infinite system the corresponding integral is S(0) − 1. Suppose correlations have decayed inside the cell and g_N differs from g by a uniform shift −c/N. Since ρL³ = N, the shift contributes −c, and S(0) − 1 − c = −1 gives c = S(0). Cut at R, it adds to S the term

−[S(0)/N] ρ ∫₀^R 4πr² sin(qr)/(qr) dr = −[S(0)/N] 4πρ [sin(qR) − qR cos(qR)]/q³.

As q → 0 the integral becomes 4πR³/3. With R = L/2 the term is then −(π/6) S(0), independent of N.

This can be tested on 32 randomly placed and oriented bonded pairs with bond b₁ = 0.25 L. Only the bonded partner is correlated, so S = 1 + sin(qb₁)/(qb₁) and S(0) = 2. At q = 2π/L the known value is 1.637. The direct sum, averaged over 4000 cells, gives 1.611. The cut pair route, averaged over 1000 cells, gives 1.290, against 1.318 predicted with the shift. The remaining differences, both below 0.03, are each less than twice the sampling error of about 0.015 and are small beside the shift of −0.318.

**A model metallic glass**

Take hard spheres of diameter d = 0.26 nm at ρ = 55 nm⁻³. The packing fraction is η = πρd³/6 = 0.506. The reference structure is defined by the Percus–Yevick approximation, 1/S_PY(q) = 1 − ρc(q), where c(q) is the three-dimensional Fourier transform of

c(r) = −[α + β r/d + γ (r/d)³] for r < d, and zero outside,

α = (1 + 2η)²/(1 − η)⁴,  β = −6η(1 + η/2)²/(1 − η)⁴,  γ = ηα/2.

Each atom is then displaced independently by a Gaussian amount with σ = 0.01 nm per Cartesian component. The difference of two displacements has variance 2σ² per component, which multiplies each pair term by exp(−σ²q²):

S(q) = 1 + [S_PY(q) − 1] exp(−σ²q²).

The main peak has height 3.19 near q = 27.0 nm⁻¹. The Gaussian has no poles, so q₀ is a zero of 1/S_PY. Numerically k = 26.84 nm⁻¹ and κ = 2.037 nm⁻¹, a decay length 1/κ = 0.491 nm. The residue has modulus 83.52 nm⁻² and phase −1.312 rad, so Im b = −80.7 nm⁻² and

ΔF(k) ≈ −(2/2.037)(80.7) exp(−κR) = −79.3 exp(−κR) nm⁻¹.

For 64 atoms, L = (64/55)^(1/3) = 1.052 nm and R = 0.526 nm. Then κR = 1.07, exp(−κR) = 0.343, and the predicted error is −27.2 nm⁻¹. The computed error of largest size is −28.3 nm⁻¹, at q = 27.0 nm⁻¹. Density and diameter are held fixed in the comparison below, which lists the largest error of F between 1 and 60 nm⁻¹. Here N only sets the cut radius: g is that of the infinite model, not of a simulated cell.

N | R (nm) | ΔF computed (nm⁻¹) | ΔF estimated (nm⁻¹) | highest S_R
64 | 0.526 | −28.3 | −27.2 | 2.15
216 | 0.789 | −15.9 | −15.9 | 2.61
512 | 1.052 | −9.7 | −9.3 | 2.83
1000 | 1.315 | −5.8 | −5.4 | 2.98
4096 | 2.104 | −1.13 | −1.09 | 3.15

The estimate agrees to about 7%. At q = k itself, where it applies, it agrees to about 4%, within the neglected ratio κ/k = 0.08; the rest arises because the largest error lies slightly away from q = k. For the smallest cells this is better than a large-R formula guarantees. The full expression of Lemma 3 was tested at N = 4096, where it differs from direct truncation by less than 10⁻⁴ of the largest error. The two endpoint terms of Lemma 2 were tested at N = 512 between 100 and 140 nm⁻¹. They miss the error by at most 9% of their own largest value.

The value of G(R) alone is a poor measure of quality. It is −7.5 nm⁻² for 512 atoms and −19.0 nm⁻² for 1000, yet the larger cell has the better peak, as the first corollary requires.

For 64 atoms the peak of S falls from 3.19 to 2.15, a loss of one third. At 5 nm⁻¹ the true value 0.019 becomes −0.104, and the lowest value is −0.164 near 17.8 nm⁻¹. For 4096 atoms the peak is low by only 1.3%, but S_R(0) = −0.343 where the true value is 0.015. The error there, −0.36, is 8.5 to 8.7 times that at the peak, depending on where on the peak it is read, close to 2κR = 8.6. The two are this close because the cut falls near a zero of G, where the small-q error is near its envelope. For 1000 atoms the ratio is only 3.1, against 2κR = 5.4. In the four larger cells of the table, the largest error of S between 1 and 60 nm⁻¹ lies at the lower end of that range. At some sizes in between, the oscillating small-q error is close to zero, and the largest error lies at the main peak instead. The point q = 0 lies below the smallest reciprocal vector of the cell with 4096 atoms, 2π/L = 1.49 nm⁻¹, where the direct route offers no value at all.

In this model, a peak height correct to 1% requires (79.3/26.84) exp(−κR) < 0.032, or R > 2.2 nm. That is a cube of roughly 4700 to 4800 atoms if the pair route with a sharp cut at L/2 is used. The number is sensitive to the model: at the same density a diameter of 0.257 nm, only 1% smaller, lowers it to about 3500 atoms, and 0.25 nm to about 1600.

**Other errors and the real material**

For 64 atoms the direct route has its own cost. Along one axis the reciprocal vectors are 2π/L = 5.97 nm⁻¹ apart, more than the peak width of about 2κ = 4.1 nm⁻¹. In three dimensions their lengths lie closer together: those nearest the peak are 26.7, 27.4 and 28.0 nm⁻¹. These three lengths belong to 96 reciprocal vectors, or 48 independent ones, since **K** and −**K** give the same value. If their amplitudes fluctuate as independent Gaussian variables, the average of S over them has a relative noise of about 1/√48 = 14% in one cell. That assumption has not been tested on simulated cells of this size. Averaging over independent cells reduces this noise, but it does not remove the truncation error of the pair route. The closed-cell formula would give a shift of only about −0.008 at q = 0, but its assumption of decayed correlations is not met in so small a cell, so the actual shift may differ.

S here is that of the model, not a measurement. The Percus–Yevick approximation describes a fluid of hard spheres, so the model is a liquid-like stand-in for a glass, and its decay length and required cell size need not be those of a real one. Metallic glasses are almost always alloys, whose measured S is a weighted sum of partial structure factors, while the model has one kind of atom. A real film can contain impurities and directional bonding, and the g(r) of a metallic glass can show a split second peak that the Percus–Yevick structure lacks. The effect of those features on the ripples has not been computed. The dependence of the decay length on packing has: at the same density, a diameter of 0.25 nm shortens the decay length from 0.49 to 0.34 nm, which lowers exp(−κR) for 64 atoms from 0.34 to 0.22. Displacements, including thermal ones, matter less. Doubling their variance changes the damping factor of S − 1 at the peak from 0.93 to 0.86. The required cell size should therefore be judged from the decay of G in the material at hand, obtained from a cell large enough to show it. A film only a few nanometres thick also breaks the assumption of an infinite isotropic solid, and its surfaces then enter S in ways this theorem does not describe.

The full set of computed values is given in the numerical output.

Values computed for the example and the checks

```
density 55.0 nm^-3, diameter 0.260 nm, sigma 0.010 nm
packing fraction 0.5062, S(0) 0.01469
true main peak: q 27.05 nm^-1, S 3.190
pole: k 26.840 nm^-1, kappa 2.037 nm^-1, decay length 0.491 nm
residue of F at pole: modulus 83.52 nm^-2, phase -1.312 rad
cells cut at R = L/2; errors and minima over q = 1 to 60 nm^-1
N 64: L 1.052 nm, R 0.526 nm, G(R) 130.638 nm^-2, 2pi/R 11.95 nm^-1
   highest S_R 2.150 at 27.30 nm^-1, S_R(0) 0.306
   largest error of S -1.0465 at 27.00 nm^-1
   largest error of F -28.256 nm^-1 at 27.00 nm^-1
   lowest S_R -0.164 at 17.80 nm^-1
N 216: L 1.578 nm, R 0.789 nm, G(R) 39.793 nm^-2, 2pi/R 7.96 nm^-1
   highest S_R 2.605 at 27.10 nm^-1, S_R(0) 1.612
   largest error of S +1.4268 at 1.00 nm^-1
   largest error of F -15.873 nm^-1 at 27.00 nm^-1
   lowest S_R -0.346 at 5.50 nm^-1
N 512: L 2.104 nm, R 1.052 nm, G(R) -7.488 nm^-2, 2pi/R 5.97 nm^-1
   highest S_R 2.833 at 27.10 nm^-1, S_R(0) 1.523
   largest error of S +1.2482 at 1.00 nm^-1
   largest error of F -9.719 nm^-1 at 27.00 nm^-1
   lowest S_R -0.318 at 4.30 nm^-1
N 1000: L 2.630 nm, R 1.315 nm, G(R) -19.017 nm^-2, 2pi/R 4.78 nm^-1
   highest S_R 2.978 at 27.10 nm^-1, S_R(0) 0.676
   largest error of S +0.4989 at 1.00 nm^-1
   largest error of F -5.821 nm^-1 at 27.00 nm^-1
   lowest S_R -0.132 at 3.50 nm^-1
N 4096: L 4.207 nm, R 2.104 nm, G(R) 0.785 nm^-2, 2pi/R 2.99 nm^-1
   highest S_R 3.148 at 27.10 nm^-1, S_R(0) -0.343
   largest error of S -0.1470 at 1.00 nm^-1
   largest error of F -1.132 nm^-1 at 26.90 nm^-1
   lowest S_R -0.132 at 1.00 nm^-1
64 atoms: q (nm^-1), true S, truncated S
   5.00  0.0191  -0.1039
   10.00  0.0341  0.1133
   15.00  0.0706  0.0685
   20.00  0.1986  0.0713
   27.05  3.1901  2.1449
   35.00  0.6090  0.4821
   40.00  0.6455  0.6585
   50.00  1.3480  1.2770
64 atoms: kernel height R/pi 0.1674 nm, first zero pi/R 5.974 nm^-1
closed-cell shift of S at q=0: -0.00769
64 atoms: reciprocal spacing 2pi/L 5.974 nm^-1
64 atoms: 96 vectors within 1 nm^-1 of peak, relative noise of one cell about 0.144
displacement damping of S-1 at peak: 0.9294; with doubled variance 0.8639
decay length for diameter 0.25 nm: 0.343 nm
bonded pairs, N 64, bond 0.25 L, q = 2pi/L:
   direct S 1.611 (4000 cells), known S 1.637
   cut pair route 1.290 (1000 cells), predicted 1.318
convolution check, largest gap in F: shell 6.4e-13 nm^-1, glass 1.3e-12 nm^-1
relative gaps: pole tail 4.5e-06, pole ripple 8.5e-05, endpoint terms 8.8e-02
```
